# Steady Current Through One Trap by Sequential Capture and Emission

## Result

A trap in an insulating film exchanges electrons with a left electrode L and a right electrode R. It is either empty or holds one electron. Let $c_j$ be the rate at which the empty trap captures an electron from electrode $j$, and $e_j$ the rate at which the filled trap emits its electron into electrode $j$. In the steady state the probability $P$ that the trap is filled and the current $I$ are

$$P=\frac{c_L+c_R}{c_L+c_R+e_L+e_R},\qquad
I=q\,\frac{c_Le_R-c_Re_L}{c_L+c_R+e_L+e_R}. \tag{1}$$

Here $q>0$ is the elementary charge, and $I$ is positive when electrons move from L to R; the conventional electrical current then points from R to L. If capture from R and emission back to L can be neglected,

$$\frac{q}{I}=\frac1{c_L}+\frac1{e_R}. \tag{2}$$

This is the series-like combination of two rates. Equation (1) is the exact steady solution of the rate equation below; equation (2) is a limit of it.

The rate equation and the current (1) rest on three assumptions. Each hop is memoryless: its probability per unit time depends only on the present state of the trap. Electrons pass between the electrodes only by way of this trap. A second electron is kept out by repulsion. The relations between the rates, introduced with (4), need a fourth assumption: each electrode stays in equilibrium at its own chemical potential $\mu_j$ and the common temperature $T$.

## Rate equation and occupancy

The filled trap may have $g$ equivalent states, for example $g=2$ for the two spin directions. Let $p_0$ be the probability of the empty state and $p_s$ that of filled state $s$. If the capture rate from electrode $j$ into one particular state is $k_j$, then

$$\frac{dp_s}{dt}=(k_L+k_R)\,p_0-(e_L+e_R)\,p_s .$$

Sum over the $g$ filled states, with $P=\sum_s p_s$ and $p_0=1-P$. The first term appears $g$ times, so the total capture rate is $c_j=gk_j$. The second term gives $(e_L+e_R)P$, because an electron in any one state leaves at the same rate. Emission therefore acquires no factor $g$. With $C=c_L+c_R$ and $E=e_L+e_R$,

$$\frac{dP}{dt}=C(1-P)-EP=C-(C+E)P. \tag{3}$$

Setting the derivative to zero gives $P=C/(C+E)$, the first part of (1). For constant rates, the deviation of $P(t)$ from this value obeys a linear equation with decay rate $C+E$, so

$$P(t)=P+\left[P(0)-P\right]e^{-(C+E)t}.$$

Under a changing bias the steady occupancy may be used if the rates change little during the time $1/(C+E)$. The steady current requires in addition that $|dP/dt|$ be small against $|I|/q$, because the flows at the two contacts differ by $dP/dt$, as shown next.

## Current at the two contacts

The net number of electrons leaving L per unit time is capture from L minus return to L:

$$J_L=c_L(1-P)-e_LP.$$

The net number entering R per unit time is

$$J_R=e_RP-c_R(1-P).$$

Their difference is $J_L-J_R=C(1-P)-EP=dP/dt$, so they agree in the steady state. Inserting $P=C/(C+E)$ and $1-P=E/(C+E)$ into the first expression gives

$$J_L=\frac{c_L(e_L+e_R)-e_L(c_L+c_R)}{C+E}
=\frac{c_Le_R-c_Re_L}{C+E}.$$

The terms $c_Le_L$ cancel: an electron that comes from L and returns to L carries no net charge across the film. At the right contact the terms $c_Re_R$ cancel in the same way, leaving the same result. Multiplication by $q$ gives the current in (1).

Such round trips still appear in the denominator, because they change the time the trap spends empty or filled.

## What equilibrium requires of the rates

The four rates cannot be chosen independently. Suppose the trap is connected to electrode $j$ alone. Its steady occupancy is then $c_j/(c_j+e_j)$, and this must be the equilibrium value. Let $E_t$ be the energy needed to add the electron. Relative to the empty state, each filled state has weight $\exp[(\mu_j-E_t)/kT]$, and there are $g$ of them. The ratio of filled to empty probability is therefore

$$a_j\equiv\frac{c_j}{e_j}=g\,\exp\!\left(\frac{\mu_j-E_t}{kT}\right). \tag{4}$$

If the lattice relaxes around the electron and its vibrations are in equilibrium at $T$, the vibrational weights enter the same ratio, and $E_t$ becomes a free energy of addition. Equation (4) then also constrains phonon-assisted rates.

For elastic hops, let $\gamma_j$ be the tunnelling rate between one trap state and electrode $j$ when the final state is available. With the Fermi function $f_j=1/\{1+\exp[(E_t-\mu_j)/kT]\}$,

$$c_j=g\gamma_jf_j,\qquad e_j=\gamma_j(1-f_j). \tag{5}$$

Since $f_j/(1-f_j)=\exp[(\mu_j-E_t)/kT]$, these rates satisfy (4). Substitution in (1) gives the numerator

$$g\gamma_L\gamma_R[f_L(1-f_R)-f_R(1-f_L)]=g\gamma_L\gamma_R(f_L-f_R),$$

and hence

$$I=\frac{q\,g\,\gamma_L\gamma_R(f_L-f_R)}
{\gamma_L[1+(g-1)f_L]+\gamma_R[1+(g-1)f_R]}. \tag{6}$$

Spin degeneracy is thus not a common factor of two: $g$ also changes the occupancy and so the denominator.

Equation (4) also fixes the sign of the current. Because $c_Re_L/(c_Le_R)=a_R/a_L=\exp[-(\mu_L-\mu_R)/kT]$,

$$I=q\,\frac{c_Le_R}{C+E}
\left[1-\exp\!\left(-\frac{\mu_L-\mu_R}{kT}\right)\right]. \tag{7}$$

The current vanishes at equal chemical potentials and otherwise has the sign of $\mu_L-\mu_R$. For numerical work at small bias, (7) is preferable to (1), provided the bracket is evaluated with a function for $e^x-1$ that is accurate near $x=0$. This avoids subtracting two nearly equal products.

## The series form and its range

Equation (1) can be rearranged without approximation. From $e_L=c_L/a_L$ and $c_R=a_Re_R$,

$$C+E=c_L\left(1+\frac1{a_L}\right)+e_R(1+a_R).$$

The numerator is $c_Le_R(1-a_R/a_L)$. For unequal chemical potentials the current can be inverted, and division of each term by $c_Le_R$ gives

$$\frac qI=\frac{1}{1-a_R/a_L}
\left[\frac{1+a_R}{c_L}+\frac{1+1/a_L}{e_R}\right]. \tag{8}$$

If $a_L\gg1$ and $a_R\ll1$, all three corrections are small and (8) becomes (2). In terms of energies, the level must lie well below $\mu_L$ and well above $\mu_R$. If both distances are $n\,kT$, then $a_R=g\,e^{-n}$ sets the largest error of (2): for $g=2$ about 10% at $n=3$ and 1.4% at $n=5$, and proportionally more for larger $g$. For the current this is not always necessary, because two of the corrections are weighted by the rates, as (9) below shows.

The forward limit has a direct meaning. A process with constant rate $c$ has mean waiting time $\int_0^\infty t\,c\,e^{-ct}dt=1/c$. One transferred electron requires one capture followed by one emission, so the mean time per electron is $1/c_L+1/e_R$. Times add, as resistances do in series. Writing the flow as

$$\frac Iq=\frac{c_Le_R}{c_L+e_R}
=\frac{\min(c_L,e_R)}{1+\min(c_L,e_R)/\max(c_L,e_R)}$$

shows that it lies between half the smaller rate and the smaller rate itself. If capture is much faster, the trap is nearly full and $I\approx qe_R$. If emission is much faster, it is nearly empty and $I\approx qc_L$.

The error of (2) follows from (8). With $I_f=qc_Le_R/(c_L+e_R)$,

$$\frac{I_f}{I}=\frac{1}{1-a_R/a_L}
\left[1+\frac{c_L}{c_L+e_R}\frac1{a_L}
+\frac{e_R}{c_L+e_R}a_R\right]. \tag{9}$$

For $\mu_L>\mu_R$ this ratio exceeds one, so the forward limit overestimates the current. The condition for its accuracy is not $e_L\ll e_R$. If the trap is close to L, an electron may return to L many times before it reaches R, but if $a_L\gg1$ the trap is refilled so quickly that little time is lost.

The occupancy is less forgiving. The forward limit gives $P_f=c_L/(c_L+e_R)$, which can differ from (1) by a large factor even when the current is accurate, as the example shows. Trapped charge should therefore be computed from (1).

## Small bias: two conductances in series

Near equilibrium the forward limit does not apply, but a different series law does. Define a chemical potential $\mu_t$ of the trap through its actual occupancy:

$$\frac{P}{1-P}=g\,\exp\!\left(\frac{\mu_t-E_t}{kT}\right).$$

Together with (4), this gives $e_LP/[c_L(1-P)]=\exp[(\mu_t-\mu_L)/kT]$. The flow from L is therefore

$$J=c_L(1-P)\left[1-\exp\!\left(\frac{\mu_t-\mu_L}{kT}\right)\right].$$

At the right contact, similarly,

$$J=e_RP\left[1-\exp\!\left(\frac{\mu_R-\mu_t}{kT}\right)\right].$$

Let $P_0$ be the equilibrium occupancy. There, capture and emission balance at each contact separately, which defines the exchange rates

$$w_j=c_j(1-P_0)=e_jP_0.$$

For differences of chemical potential small against $kT$, each bracket is already of first order, so its prefactor may be taken at equilibrium:

$$J=w_L\frac{\mu_L-\mu_t}{kT}=w_R\frac{\mu_t-\mu_R}{kT}.$$

Solving for the two differences and adding them removes $\mu_t$:

$$\mu_L-\mu_R=kT\,J\left(\frac1{w_L}+\frac1{w_R}\right).$$

With $\mu_L-\mu_R=qV$ and $I=qJ$, the conductance $G=I/V$ is

$$G=\frac{q^2}{kT}\,\frac{w_Lw_R}{w_L+w_R}. \tag{10}$$

This is a true series combination of the contact conductances $q^2w_L/kT$ and $q^2w_R/kT$. Its rates are equilibrium exchange rates, not the capture and emission rates of (2).

## Dependence on trap position

Let the film have thickness $d$ and the trap lie at distance $x$ from L. Take one amplitude decay constant $\kappa$ and one attempt rate $\nu$ for both sides:

$$\gamma_L=\nu e^{-2\kappa x},\qquad \gamma_R=\nu e^{-2\kappa(d-x)}.$$

In the full forward limit $f_L=1$ and $f_R=0$, so $c_L=g\gamma_L$ and $e_R=\gamma_R$. Their product does not depend on $x$:

$$c_Le_R=K^2,\qquad K=\sqrt g\,\nu e^{-\kappa d}.$$

The flow is $K^2/(c_L+e_R)$. Since $(\sqrt{c_L}-\sqrt{e_R})^2\ge0$, the denominator is at least $2K$, with equality when $c_L=e_R$. This condition reads $\ln g-2\kappa x=-2\kappa d+2\kappa x$, so

$$x^*=\frac d2+\frac{\ln g}{4\kappa},\qquad
I_{\max}=\frac q2\sqrt g\,\nu e^{-\kappa d}, \tag{11}$$

provided $x^*$ lies inside the film. In this model, with one $\kappa$ for both sides, the best trap for $g=2$ is slightly farther from L than from R, because capture has two possible final states. The shift is small. A bias $V$ that drops uniformly across the film raises the barrier towards L and lowers it towards R. For a level a depth $\phi$ below the band edge, this changes $\ln(\gamma_R/\gamma_L)$ at the centre by about $\kappa d\,qV/4\phi$, which can cancel or reverse the shift due to $\ln g$.

Away from the optimum, $c_L=Ke^{-2\kappa(x-x^*)}$ and $e_R=Ke^{2\kappa(x-x^*)}$. Their sum is $2K\cosh[2\kappa(x-x^*)]$, and

$$I(x)=\frac{I_{\max}}{\cosh[2\kappa(x-x^*)]}.$$

The current falls to half its maximum at a distance $\operatorname{arcosh}(2)/(2\kappa)\approx0.66/\kappa$ from $x^*$. A single hop across the whole film would carry the factor $e^{-2\kappa d}$ in this model; the best trap halves that exponent. This holds when the trap stays at the optimum as $d$ changes. If $x$ is fixed and $d$ grows, emission becomes the bottleneck and the current again falls as $e^{-2\kappa d}$.

## Worked example

The example uses the elastic rates (5). Strong lattice relaxation around the trapped electron can lower the hop rates by orders of magnitude, and the currents below do not apply to such traps. The round model parameters are $d=4.0$ nm, $\kappa=3.0$ nm$^{-1}$, $\nu=10^{13}$ s$^{-1}$, $g=2$ and $T=300$ K, for which $kT=0.02585$ eV. SI-based units suit these slow hops better than atomic units. The level is 0.10 eV below $\mu_L$ and 0.10 eV above $\mu_R$, so $a_L=95.71$ and $a_R=0.04179$. These energies are held fixed as the trap is moved, to isolate the effect of distance. In a device the electric field shifts $E_t$ with position and also tilts the tunnel barrier, so both $a_j$ and $\gamma_j$ must be evaluated anew for each trap.

For the central trap, $x=2.0$ nm, the rates in s$^{-1}$ are $c_L=1.2037\times10^8$, $c_R=2.5153\times10^6$, $e_L=1.2576\times10^6$ and $e_R=6.0184\times10^7$. Their sum is $1.8433\times10^8$ s$^{-1}$, which corresponds to a relaxation time of 5.4 ns. The occupancy is $1.2289/1.8433=0.667$. The current is

$$I=q\,\frac{7.2443\times10^{15}-3.2\times10^{12}}{1.8433\times10^8}\ \mathrm{s^{-1}}
=6.29\ \mathrm{pA},$$

or $3.93\times10^7$ electrons per second. The forward limit has mean waiting times of 8.31 ns for capture and 16.62 ns for emission, and gives 6.43 pA, which is 2.1% above the exact current.

| $x$ (nm) | $P$ | $I$ (pA) | $I_f$ (pA) |
|---|---:|---:|---:|
| 1.5 | 0.988 | 0.474 | 0.479 |
| 2.0 | 0.667 | 6.294 | 6.428 |
| 2.5 | 0.045 | 0.917 | 0.955 |

At 1.5 nm emission to R is the bottleneck. The return rate $e_L=2.53\times10^7$ s$^{-1}$ is about eight times $e_R=3.00\times10^6$ s$^{-1}$, yet the forward limit is only 1.1% too high. Equation (9) explains this: the weight of $1/a_L=0.0104$ is almost one.

At 2.5 nm capture from L is the bottleneck. The correction is now governed by $a_R$, and the forward current is 4.2% too high. The occupancy behaves differently. The forward limit gives $P_f=5.99\times10^6/(5.99\times10^6+1.209\times10^9)=0.0049$, about one ninth of the exact 0.0447. Most electrons in this trap came from R and return there; they contribute charge to the film but no net current.

The traps at 1.5 and 2.5 nm are mirror images, yet their currents differ by a factor of 1.9. This follows from (6): the larger tunnelling rate dominates the denominator and is multiplied by $1+f_L\approx1.98$ in the first case and by $1+f_R\approx1.02$ in the second. This factor belongs to the fixed energies and untilted barrier assumed here. If the 0.20 V drops uniformly across the film, a WKB estimate with $\kappa=3.0$ nm$^{-1}$ at the trap and the level shifted with position gives a ratio $I(2.5)/I(1.5)$ of about 1.1 for a tunnelling mass of $0.2\,m_e$ and about 0.5 for $0.5\,m_e$. The field can therefore remove or reverse the asymmetry.

Equation (11) places the optimum at $x^*=2.058$ nm, with $I_{\max}=6.96$ pA. This value assumes $f_L=1$ and $f_R=0$, whereas $I_f$ in the table uses the actual $c_L$ and $e_R$. With the actual Fermi factors, the exact current at $x^*$ is 6.64 pA.

For small bias, place the level of the central trap at the common chemical potential. Then $w_L=w_R=2.048\times10^7$ s$^{-1}$, and (10) gives $G=63.5$ pS. Multiplying this by 0.20 V would predict 12.7 pA, twice the 6.29 pA found above for the same trap with its level midway between the chemical potentials. The reason is saturation. For $g=2$, $\gamma_L=\gamma_R=\gamma$ and a midway level, $f_L+f_R=1$, and (6) reduces to

$$I=\frac{2q\gamma}{3}\tanh\!\left(\frac{qV}{4kT}\right).$$

This is linear only for $qV\ll4kT$, while here $qV/4kT=1.93$.

## Numerical checks and failure of the rate picture

The numerical output follows this text. Equation (1) was tested against steady states of the full set of $g+1$ trap states, and against random sequences of individual hops. For $c_L,c_R,e_L,e_R=2.0,0.3,0.5,1.0$ in a common unit, the counted flow is 0.4854 and the formula gives 0.4868; the test allows 1% for statistical scatter. The conductance (10) was tested against a small-bias current difference, and the optimum (11) against numerical maximization.

Those tests accept the rate equation. A separate test examines its origin, by evolving a spinless level coupled to two finite electrodes with the Schrödinger equation. When a chemical potential lies within a few $kT$ of the level, the relevant ratio is $\hbar(\gamma_L+\gamma_R)/kT$, the level width over the thermal energy. If the chemical potentials lie on opposite sides of the level and many level widths away from it, the rate result for a spinless level is approached even when this ratio exceeds one. At a ratio of 0.06, with chemical potentials $\pm2kT$ from the level, the quantum current is 0.99 of the rate result. At a ratio of 1.50, with chemical potentials $\pm kT$ from the level, it is 0.72 of it. The test has no electron repulsion, so it does not establish the same accuracy for $g=2$.

In the worked example the width ratio is $3.15\times10^{-5}$ at $x=1.5$ nm, so level broadening is no concern there. A small ratio is not sufficient in every case, however. If $E_t$ lies many $kT$ above both chemical potentials, $f_L-f_R$ is exponentially small. If it lies many $kT$ below both, the trap is almost never empty and the current is again exponentially small. The model omits direct tunnelling between the electrodes and also coherent passage through the trap at energies away from its level. Neither need carry that thermal factor, and either may then dominate.

The formulas can also fail if a second electron can enter, if the trap exchanges electrons with neighbouring traps, or if the lattice has not relaxed before the next hop. If the hops between the additional states are still memoryless, the remedy is to enlarge the set of states in the rate equation. Currents through several traps may be added when the traps neither exchange electrons nor shift one another's levels, and when interference between the paths through them is negligible.

## Computed values

```
oxide thickness d = 4.0 nm
decay constant kappa = 3.0 nm^-1
attempt rate nu = 1.0e+13 s^-1; degeneracy g = 2
kT at 300 K = 0.02585 eV
mu_L - E_t = 0.10 eV; mu_R - E_t = -0.10 eV
a_L = 95.71; a_R = 0.04179 (no unit)
trap at x = 1.5 nm:
  c_L = 2.4177e+09 s^-1; e_L = 2.5260e+07 s^-1
  c_R = 1.2523e+05 s^-1; e_R = 2.9964e+06 s^-1
  1/c_L = 0.4136 ns; 1/e_R = 333.7328 ns
  occupancy P = 0.98845
  exact current = 0.47430 pA
  forward-limit current = 0.47948 pA
  forward/exact = 1.01093
trap at x = 2.0 nm:
  c_L = 1.2037e+08 s^-1; e_L = 1.2576e+06 s^-1
  c_R = 2.5153e+06 s^-1; e_R = 6.0184e+07 s^-1
  1/c_L = 8.3078 ns; 1/e_R = 16.6156 ns
  occupancy P = 0.66667
  exact current = 6.29408 pA
  forward-limit current = 6.42841 pA
  forward/exact = 1.02134
trap at x = 2.5 nm:
  c_L = 5.9928e+06 s^-1; e_L = 6.2615e+04 s^-1
  c_R = 5.0521e+07 s^-1; e_R = 1.2088e+09 s^-1
  1/c_L = 166.8664 ns; 1/e_R = 0.8272 ns
  occupancy P = 0.04466
  exact current = 0.91683 pA
  forward-limit current = 0.95542 pA
  forward/exact = 1.04209
best position, forward limit = 2.05776 nm
largest forward-limit current = 6.96084 pA
exact current at that position = 6.64189 pA
small bias, x = 2.0 nm, E_t = mu:
  w_L = 2.0481e+07 s^-1; w_R = 2.0481e+07 s^-1
  G from series formula = 63.465 pS
  G from current difference = 63.465 pS
hbar(gamma_L+gamma_R)/kT at x = 1.5 nm = 3.15e-05
random hops with c_L, c_R, e_L, e_R = 2.0, 0.3, 0.5, 1.0 (model unit):
  current counted 0.4854, formula 0.4868
  occupancy counted 0.6049, formula 0.6053
unitary evolution against rates:
  width/kT = 0.06: current ratio 0.9908
    occupancy 0.6257, from rates 0.6269
  width/kT = 1.50: current ratio 0.7215
```
